# Silicon regrowth speed after nanosecond laser melting, from interface heat balance

## Definitions and conventions

A laser pulse has melted a thin layer at the surface of a silicon wafer. The pulse is over, and the solid beneath grows back towards the surface. The illuminated spot is much wider than the heated depth, so heat flows in one dimension.

Let $z$ be the depth below the surface. The melt occupies $0<z<s(t)$, and the solid lies below $s$. The regrowth speed is

$$v=-\frac{ds}{dt},$$

which is positive when the melt becomes thinner. The inward temperature gradients at the interface are

$$G_s=-\left.\frac{\partial T}{\partial z}\right|_{s^+},\qquad
G_l=-\left.\frac{\partial T}{\partial z}\right|_{s^-},$$

in the solid and in the liquid. Each is positive when heat flows into the wafer.

The solid has conductivity $k_s$ at the interface, density $\rho$ and heat capacity $c$ per mass; $L$ is the latent heat per mass. The interface is at $T_i$, the melting point is $T_m$, and the deep wafer is at $T_0$. The thermal decay length is defined by the gradient at the interface:

$$\ell=\frac{T_i-T_0}{G_s}.$$

It is the distance at which the tangent to the temperature profile, drawn at the interface, reaches $T_0$. For an exponential profile $T=T_0+(T_i-T_0)e^{-(z-s)/\ell}$ it is the ordinary decay length. For other profiles it may differ from the thickness of the heated layer.

The example uses rough typical values for silicon: $T_m=1685$ K, $\rho=2.3$ g/cm³, $c=1.0$ J/(g K), $L=1800$ J/g and $k_s=0.22$ W/(cm K). The wafer is at $T_0=300$ K, so $\Delta T=T_m-T_0=1385$ K.

## The estimate

Freezing a volume of silicon releases

$$\rho L=2.3\times1800=4140\ \text{J/cm}^3.$$

This heat must leave through the solid. If the temperature falls by 1385 K with a decay length of $1\ \mu\text{m}=10^{-4}$ cm, the gradient is $1.385\times10^7$ K/cm and the heat flux is

$$k_sG_s=0.22\times1.385\times10^7=3.05\times10^6\ \text{W/cm}^2.$$

Dividing the heat removed per area and time by the heat released per volume gives the speed:

$$v\approx\frac{3.05\times10^6}{4140}\ \text{cm/s}=736\ \text{cm/s}\approx7.4\ \text{m/s}.$$

The micrometre itself follows from diffusion. The hot solid has diffusivity $D=k_s/(\rho c)=0.096$ cm²/s. In 30 ns heat spreads over a distance of order $\sqrt{\pi Dt}\approx0.95\ \mu$m. Two matters need closer treatment: when the liquid may be left out of the balance, and how the moving front affects the decay length.

## The balance at the interface

In a time $dt$ the solid advances by $v\,dt$. Per unit area, a mass $\rho v\,dt$ freezes and releases heat $\rho Lv\,dt$. The liquid delivers a further $k_lG_l\,dt$ to the interface, where $k_l$ is its conductivity, and the solid carries away $k_sG_s\,dt$. A sufficiently thin slab around the interface stores no appreciable heat, so

$$k_sG_s\,dt=k_lG_l\,dt+\rho Lv\,dt.$$

Division by $dt$ gives

$$\rho Lv=k_sG_s-k_lG_l. \tag{1}$$

A superheated melt slows regrowth, because the solid must remove its heat too. If $k_lG_l>k_sG_s$, then $v<0$ and melting continues. The two phases are taken to have equal density, so the melt thins at the same rate as the solid thickens. If the densities differ, (1) holds with the density of the solid and with $v$ taken as the rate at which solid thickness is added.

The superheat of a thin melt is short-lived. Let $\theta=T-T_m$ in a melt of depth $d$. After the pulse no heat enters at the surface, so $\partial\theta/\partial z=0$ at $z=0$, while $\theta=0$ at $z=d$. If the front moves little during the decay, the slowest solution of $\partial\theta/\partial t=D_l\,\partial^2\theta/\partial z^2$ is

$$\theta\propto\cos\!\left(\frac{\pi z}{2d}\right)e^{-t/\tau}.$$

Two derivatives of the cosine bring down $-(\pi/2d)^2$, so $1/\tau=D_l\pi^2/(4d^2)$, or

$$\tau=\frac{4d^2}{\pi^2D_l}.$$

With $k_l=0.60$ W/(cm K) and the same heat capacity per volume as the solid, $D_l=0.26$ cm²/s. A melt 0.255 µm deep then has $\tau\approx1.0$ ns. At 7 m/s the front moves about 7 nm in that time, which justifies holding $d$ fixed.

After about five relaxation times, here some 5 ns after the pulse, $G_l$ can therefore be dropped. Substituting $G_s=(T_i-T_0)/\ell$ into (1) yields

$$v=\frac{k_s(T_i-T_0)}{\rho L\ell}. \tag{2}$$

The first estimate is this formula with $T_i=T_m$. It holds at each instant, whatever the shape of the profile deeper in the wafer, because $\ell$ is defined at the interface. The history of heating enters through $\ell$.

## How the decay length grows

A solvable case shows what sets $\ell$. At $t=0$ a deep melt at $T_m$ is placed on solid at $T_0$, with constant solid properties. Measure $x$ from the initial interface towards the melt. The solid then fills $x<X(t)$, and $v=dX/dt$.

The problem contains no fixed length, so we seek a temperature that depends on $\eta=x/(2\sqrt{Dt})$ alone. With $T=f(\eta)$,

$$\frac{\partial T}{\partial t}=-\frac{\eta}{2t}f',\qquad
D\frac{\partial^2T}{\partial x^2}=\frac{1}{4t}f''.$$

Equating them gives $f''=-2\eta f'$, hence $f'=Ae^{-\eta^2}$. The front is at constant temperature, so it sits at a constant value $\eta=\lambda$:

$$X=2\lambda\sqrt{Dt},\qquad v=\lambda\sqrt{D/t}.$$

Integrating $f'$ from $-\infty$, where $f=T_0$, gives

$$f(\eta)=T_0+\frac{A\sqrt\pi}{2}(1+\operatorname{erf}\eta).$$

The condition $f(\lambda)=T_m$ fixes $A=2\Delta T/[\sqrt\pi(1+\operatorname{erf}\lambda)]$. The gradient at the front is $f'(\lambda)/(2\sqrt{Dt})$, so

$$G_s=\frac{\Delta T\,e^{-\lambda^2}}{\sqrt{\pi Dt}\,(1+\operatorname{erf}\lambda)},
\qquad
\ell=\sqrt{\pi Dt}\;e^{\lambda^2}(1+\operatorname{erf}\lambda). \tag{3}$$

It remains to find $\lambda$. The melt is at $T_m$ throughout, so $G_l=0$ and (1) reads

$$\rho L\lambda\sqrt{\frac Dt}=
\frac{k_s\Delta T\,e^{-\lambda^2}}{\sqrt{\pi Dt}\,(1+\operatorname{erf}\lambda)}.$$

Divide by $\rho L\sqrt{D/t}$ and use $k_s/D=\rho c$. The time cancels, which confirms the assumed form of the front motion:

$$\sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)=\mathrm{St},
\qquad \mathrm{St}=\frac{c\Delta T}{L}. \tag{4}$$

The Stefan number St compares the sensible heat needed to warm the solid from $T_0$ to $T_m$ with the latent heat. Here it is $1385/1800=0.769$, and numerical solution of (4) gives $\lambda=0.299$.

For $\mathrm{St}\ll1$, equation (4) reduces to $\lambda\approx\mathrm{St}/\sqrt\pi$ and (3) to $\ell\approx\sqrt{\pi Dt}$, the result for a stationary front. Silicon is not in that limit. The factor $e^{\lambda^2}(1+\operatorname{erf}\lambda)$ is 1.45, so at a given time the decay length is 1.45 times the stationary-front value, and the speed is smaller by the same factor. The advancing front leaves freshly frozen, hot solid behind it, which stretches the temperature profile.

Equation (2) shows the same thing in another way. Since $k_s=\rho cD$,

$$\frac{v\ell}{D}=\frac{c\Delta T}{L}=\mathrm{St}.$$

The left side compares front motion with diffusion over one decay length. At 0.769, motion matters to the evolution of $\ell$, although it adds no term to the instantaneous balance.

In this model $\ell$ reaches 1 µm after 15.8 ns. At 30 ns it is 1.38 µm and the speed is 5.3 m/s; at 100 ns the values are 2.52 µm and 2.9 m/s. Metres per second therefore persist over this range, with $v\propto t^{-1/2}$. The melt must be deep enough to last: since $X=2vt$, these two times require about 0.32 and 0.58 µm of melt. The clock starts with uniformly cold solid, so $t$ is not the time since the end of a laser pulse, which has already warmed the wafer.

## A cooler interface and a varying conductivity

A freezing interface must be below the melting point. For moderate speeds take a linear law, $T_m-T_i=\beta v$, with the rough value $\beta=15$ K per m/s. Let $v_0=k_s\Delta T/(\rho L\ell)$ be the speed without undercooling. With $\ell$, $k_s$ and $L$ held fixed, (2) becomes

$$v=\frac{k_s(\Delta T-\beta v)}{\rho L\ell}
=v_0-\frac{\beta v_0}{\Delta T}v.$$

Collecting the terms in $v$ gives

$$v=\frac{v_0}{1+\beta v_0/\Delta T}
=\frac{k_s\Delta T}{\rho L(\ell+\ell_k)},\qquad
\ell_k=\frac{k_s\beta}{\rho L}. \tag{5}$$

The second form follows on inserting $v_0$ and multiplying numerator and denominator by $\rho L\ell$. Kinetics act like an added length. In the working units $\beta=0.15$ K/(cm/s), so $\ell_k=0.22\times0.15/4140=8.0\times10^{-6}$ cm, or 0.08 µm. For $\ell\gg\ell_k$ heat removal controls the speed. For $\ell\ll\ell_k$ equation (5) tends to $\Delta T/\beta$, but the undercooling is then so large that the linear law cannot be trusted.

At $\ell=1\ \mu$m the denominator in (5) is $1+15\times7.36/1385=1.08$. The speed falls from 7.4 to 6.8 m/s, and the interface is about 100 K below the melting point. This keeps $k_s$ at its melting-point value. If the conductivity rises on cooling, as described next, the speed at the same tangent length is 7.3 m/s. For a given laser pulse, however, the tangent length also grows. For the pulse computed below, the net loss of speed is about 6% if the kinetic law acts only during freezing, and 7 to 9% if the same law also superheats the interface during melting.

A larger uncertainty lies in what is meant by a thermal length. Silicon conducts heat much better when cold. A rough description of the solid is

$$k(T)=k_s\left(\frac{T_m}{T}\right)^n,\qquad n=1.1,$$

which gives 1.47 W/(cm K) at 300 K. Suppose that a layer of full thickness $h$ carries a nearly uniform flux $q$ from $T_m$ to $T_0$. Integrating $q\,dz=-k\,dT$ across it gives $qh=\bar k\Delta T$, where

$$\bar k=\frac1{\Delta T}\int_{T_0}^{T_m}k\,dT
=\frac{k_sT_m}{(n-1)\Delta T}
\left[\left(\frac{T_m}{T_0}\right)^{n-1}-1\right].$$

The result is $\bar k=0.504$ W/(cm K), 2.3 times $k_s$. Without superheat or undercooling, $v=q/(\rho L)$, so a layer with $h=1\ \mu$m would give 17 m/s. There is no conflict with (2): the flux $k_sG_s$ equals $\bar k\Delta T/h$, so the tangent length is

$$\ell=\frac{\Delta T}{G_s}=\frac{k_s}{\bar k}h=0.44\ \mu\text{m}.$$

The low conductivity near the interface makes the profile steepest there. If a stated micrometre is the full thickness of such a layer, $\bar k$ belongs in the estimate; if it is the tangent length, $k_s$ does.

## Comparison with a computed laser pulse

The estimate assumed $\ell$. A numerical solution of the heat equation can supply it. In the enthalpy method used here, each cell stores heat, and its temperature stays at $T_m$ while it takes up or gives out latent heat. The melt depth follows from the stored latent heat; no formula for the front speed is supplied.

The cells are 15 nm thick near the surface. The conductivity varies as above, the heat capacity is constant, the two phases have equal density, and melting and freezing occur at $T_m$. The surface absorbs 0.4 J/cm² at a constant rate for 30 ns. Times are counted from the start of the pulse.

The surface reaches about 2190 K. The melt is deepest, 0.255 µm, at 30.5 ns. The finite cell size leaves errors of about 20 K, 0.002 µm and 0.4 ns in these three values. As the front returns, it passes 0.180 µm at 39.7 ns and 0.045 µm at 60.1 ns; with finer resolution both times come 0.2 to 0.3 ns later, which leaves the mean speed below unchanged to two figures. Its mean speed over this interval is

$$v=\frac{0.180-0.045}{60.1-39.7}\ \frac{\mu\text{m}}{\text{ns}}
\approx6.6\ \text{m/s}.$$

The largest surface superheat in the interval is below 0.001 K, so $G_l$ is negligible. A quadratic fit to the temperatures of the ten solid cells below the front gives the gradient at the front. Its time average is $1.25\times10^7$ K/cm, a value that falls by less than 1% with finer resolution. Equation (1) is linear in $G_s$, so this average can be used directly:

$$v=\frac{0.22\times1.25\times10^7}{4140}\ \text{cm/s}
\approx6.6\ \text{m/s}.$$

The unrounded values, 6.61 m/s from front motion and 6.65 m/s from the gradient, differ by less than 1% of the former. The corresponding decay length is $1385/(1.25\times10^7)$ cm, or 1.1 µm. The assumed micrometre is thus close to what this pulse produces.

Between 30.5 and 39.7 ns the front covered 0.075 µm, an average of 8.2 m/s (about 8.5 m/s with finer resolution, which places the maximum depth near 30.9 ns), so it slowed later. By (1), any remaining superheat in the earlier interval would have reduced the speed. The solid gradient must therefore have been larger then, and its fall accounts for the slowing.

The computation omits undercooling. Applying (5) at its mean decay length lowers 6.6 m/s to about 6.2 m/s. This correction holds the thermal field fixed; a full calculation would let the slower front change $\ell$ as well.

## Real wafers and the range of the estimate

The example lies in the regime of pulsed-laser annealing of bulk silicon, where pulses last tens of nanoseconds and regrowth speeds are roughly a few metres per second. The 0.4 J/cm² is absorbed energy; the incident fluence is higher because silicon reflects part of the light. For the pulse computed above, the neglected interface kinetics lower the speed by roughly 6 to 9%. The real heat capacity varies with temperature, which changes $\ell$ but adds no term to (1). If that of the solid rises from about 0.7 J/(g K) at 300 K through 0.86 at 600 K and 0.94 at 1000 K to 1.03 J/(g K) at melting, the same pulse gives $\ell\approx1.3\ \mu$m and a mean speed 12 to 15% lower, between 5.6 and 5.8 m/s, depending on the depth interval used for the average. The shape of the rise matters: a straight line between the same end values lowers the speed by roughly 20%.

Thermal radiation is negligible. A black surface at $T_m$ emits 46 W/cm², about $1.5\times10^{-5}$ of the flux conducted at $\ell=1\ \mu$m.

A silicon film on an oxide layer breaks the assumption of a silicon heat sink. The oxide conducts roughly ten times less well than hot silicon. If it carries the heat with the same temperature drop over the same length, the balance gives a speed roughly ten times lower, somewhat below 1 m/s. Heat also diffuses more slowly in the oxide, however, so at a given time the length is shorter. For a thick, initially cold oxide, $\sqrt{\pi Dt}$ is about 0.3 µm after 30 ns and the speed is about 2.6 m/s, only some two times below the silicon value of 5.3 m/s. The length approaches a micrometre, and the speed falls to about 0.8 m/s, only after some 300 ns. The estimate also needs new values of $T_m$ and $L$ if the melt freezes into a phase other than crystalline silicon.

The same balance covers ordinary crystal pulling. For a solid gradient of 30 K/cm, roughly typical of that process, and no gradient in the melt, it gives

$$v=\frac{0.22\times30}{4140}\ \text{cm/s}
=1.6\times10^{-3}\ \text{cm/s}\approx1\ \text{mm/min}.$$

A melt gradient would lower this value. With the same material constants, the two speeds differ by the ratio of their gradients, about $5\times10^5$. Laser regrowth is fast because a temperature drop of more than a thousand kelvin is confined to about a micrometre.
